# Why Electron and Phonon Channels Share One Thermal Conductance Quantum: a program that tests the result

```python
"""Result under test: a perfectly transmitted spin-resolved electron channel
and a perfectly transmitted gapless phonon channel both have the linear
thermal conductance K_Q = pi^2 k^2 T / (3 h).
Symbols: x = energy/(k T), for electrons measured from the chemical potential;
f, n = Fermi and Bose functions; tL, tR = reservoir temperatures divided by T;
v = chemical potential difference (left minus right) divided by k T.
Dimensionless heat currents are in units of (k T)^2 / h.
"""
import numpy as np
import sympy as sp
from scipy.constants import h, hbar, k as kB, e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

PI2 = np.pi**2
x_grid = np.linspace(-80.0, 80.0, 16001)
dx = x_grid[1] - x_grid[0]


def bose(x):
    return np.exp(-x) / (-np.expm1(-x))


def boson_kernel(x):
    return x**2 * np.exp(-x) / np.expm1(-x)**2


def fermion_kernel(x):
    return x**2 * expit(x) * expit(-x)


def electron_currents(tL, tR, v=0.0, transmission=1.0):
    """Particle current, and heat current measured from the right mu."""
    diff = expit(-(x_grid - v) / tL) - expit(-x_grid / tR)
    return (np.sum(transmission * diff) * dx,
            np.sum(transmission * x_grid * diff) * dx)


def phonon_heat(tL, tR):
    return quad(lambda x: x * (bose(x / tL) - bose(x / tR)), 0, 80,
                epsabs=1e-12, limit=200)[0]


# Linear conductances from differences of the full Landauer heat currents
d = 0.01
K_el = electron_currents(1 + d / 2, 1 - d / 2)[1] / d
K_ph = phonon_heat(1 + d / 2, 1 - d / 2) / d
assert abs(K_el - PI2 / 3) < 1e-7
assert abs(K_ph - PI2 / 3) < 1e-7

# Large temperature difference and bias
for tL, tR, v in [(1.5, 0.5, 0.0), (1.2, 0.7, 4.0)]:
    number, heat_right = electron_currents(tL, tR, v)
    thermal = PI2 * (tL**2 - tR**2) / 6
    assert abs(heat_right - thermal - v**2 / 2) < 1e-7
    heat_from_left = heat_right - v * number
    assert abs(heat_from_left - thermal + v**2 / 2) < 1e-7
    assert abs(phonon_heat(tL, tR) - thermal) < 1e-7

# Velocity cancels: currents summed over wave number, curved dispersions
k_grid = np.linspace(0, 15, 60001)
E_k = k_grid**2 / 2 - 40.0
flux_k = k_grid * E_k * (expit(-E_k / (1 + d / 2)) - expit(-E_k / (1 - d / 2)))
assert abs(np.sum(flux_k) * (k_grid[1] - k_grid[0]) / d - PI2 / 3) < 1e-5


def phonon_flux_k(q):
    w = q + 0.1 * q**3
    return (1 + 0.3 * q**2) * w * (bose(w / (1 + d / 2)) - bose(w / (1 - d / 2)))


assert abs(quad(phonon_flux_k, 0, 8, limit=200)[0] / d - PI2 / 3) < 1e-6

# Pointwise link of the kernels, with u = exp(x)
u = sp.symbols('u', positive=True)
assert sp.simplify(u / (u + 1)**2 - u / (u - 1)**2
                   + 4 * u**2 / (u**2 - 1)**2) == 0
B = quad(boson_kernel, 0, 80, limit=200)[0]
F_half = quad(fermion_kernel, 0, 80, limit=200)[0]
B_doubled = quad(lambda x: boson_kernel(2 * x), 0, 40, limit=200)[0]
assert abs(F_half - (B - B_doubled)) < 1e-8
assert abs(B_doubled - B / 2) < 1e-8

# Exponential series, summed explicitly
m = np.arange(1, 200001)
boson_series = 2 * np.sum(1.0 / m**2)
fermion_side_series = 2 * np.sum((-1.0)**(m + 1) / m**2)
assert abs(boson_series - B) < 2e-5       # truncated tail is about 2/200000
assert abs(fermion_side_series - F_half) < 1e-8

# Energy-dependent transmission |E|^s destroys the equality unless s = 0
ratios = {}
for s in (0, 1, 2):
    fer = 2 * quad(lambda x: x**s * fermion_kernel(x), 0, 80, limit=200)[0]
    bos = quad(lambda x: x**s * boson_kernel(x), 0, 80, limit=200)[0]
    ratios[s] = fer / bos
    assert abs(ratios[s] - 2 * (1 - 2.0**(-(1 + s)))) < 1e-7

# Count neutral excitations of a linear branch: fermions against bosons
n_max, N = 10, 10
ground = N * (N - 1) // 2
subsets = np.zeros((N + 1, ground + n_max + 1), dtype=np.int64)
subsets[0, 0] = 1
for level in range(N + n_max):
    for number in range(N, 0, -1):
        for energy in range(ground + n_max, level - 1, -1):
            subsets[number, energy] += subsets[number - 1, energy - level]
fermion_count = subsets[N, ground:ground + n_max + 1]
boson_count = np.zeros(n_max + 1, dtype=np.int64)
boson_count[0] = 1
for mode in range(1, n_max + 1):
    for energy in range(mode, n_max + 1):
        boson_count[energy] += boson_count[energy - mode]
assert np.array_equal(fermion_count, boson_count)

# Thermal energy of the boson ladder, level spacing eps in units of k T
eps = 0.001
ladder = eps * np.arange(1, 80001)
assert abs(eps * np.sum(ladder * bose(ladder)) - PI2 / 6) < eps

# Worked example: one-atom copper neck in a resistive-memory filament.
# Material inputs are rough typical values; the others are model choices.
T_room, T_cold, delta_T = 300.0, 4.0, 10.0     # K
opening_eV, smear_eV = 0.5, 0.1                # channel opening below mu; width
phonon_top_eV = 0.030
sound_speed = 3700.0                           # m/s, thin rod
neck_length, neck_area = 0.5e-9, 0.05e-18      # m, m^2
cell_side, oxide_thickness = 20e-9, 5e-9       # m
oxide_kappa, interface_h = 1.4, 1e8            # W/(m K), W/(m^2 K)
mean_free_path = 40e-9                         # m
read_voltage = 0.1                             # V


def K_quantum(T):
    return PI2 * kB**2 * T / (3 * h)


K_room, K_cold = K_quantum(T_room), K_quantum(T_cold)
kT_eV = kB * T_room / e

# Smooth channel opening: solve zero-current condition, compare with moments
trans = expit((x_grid + opening_eV / kT_eV) / (smear_eV / kT_eV))
v_open = brentq(lambda v: electron_currents(1 + d / 2, 1 - d / 2, v, trans)[0],
                -1, 1, xtol=1e-14)
K_step = electron_currents(1 + d / 2, 1 - d / 2, v_open, trans)[1] / d
weight = trans * expit(x_grid) * expit(-x_grid)
L0, L1, L2 = [np.sum(weight * x_grid**j) * dx for j in range(3)]
assert abs(K_step - (L2 - L1**2 / L0)) < 1e-4
assert abs(v_open / d + L1 / L0) < 1e-5
seebeck = v_open / d * kB / e
step_ratio = K_step / (PI2 / 3)
trans_mu = expit(opening_eV / smear_eV)

# Phonon band with a top edge
x_top = phonon_top_eV / kT_eV
band_room = quad(boson_kernel, 0, x_top)[0] / (PI2 / 3)
band_cold = quad(boson_kernel, 0, min(80, x_top * T_room / T_cold),
                 limit=200)[0] / (PI2 / 3)
K_band_room = band_room * K_room
high_T_form = kB * phonon_top_eV * e / h * (1 - x_top**2 / 36)
assert abs(K_band_room / high_T_form - 1) < 3e-3  # next series term

# Elastic mismatch: massless spring joining two rods.
# a = angular frequency * rod impedance / spring constant
for a in (0.3, 2.0, 50.0):
    # unknowns: reflected and transmitted amplitudes, from force balance
    matrix = np.array([[1 - 1j * a, -1], [1, 1j * a - 1]], dtype=complex)
    source = np.array([-1 - 1j * a, -1], dtype=complex)
    r_amp, t_amp = np.linalg.solve(matrix, source)
    assert abs(abs(r_amp)**2 + abs(t_amp)**2 - 1) < 1e-10
    assert abs(abs(t_amp)**2 - 1 / (1 + a**2 / 4)) < 1e-10
lead_area = cell_side**2
alpha = (kB * T_cold / hbar * neck_length * lead_area
         / (2 * sound_speed * neck_area))
mismatch = quad(lambda x: boson_kernel(x) / (1 + (alpha * x)**2), 0, 10 / alpha)[0]
mismatch += quad(lambda x: boson_kernel(x) / (1 + (alpha * x)**2),
                 10 / alpha, 80, limit=400)[0]
mismatch /= PI2 / 3
wavelength = h * sound_speed / (kB * T_cold)

# Other heat paths and sources
K_leak = lead_area / (oxide_thickness / oxide_kappa + 2 / interface_h)
heat_two_spins = 2 * K_room * delta_T
joule_each_side = (e * read_voltage)**2 / h       # two spins, half the power
V_equal = np.sqrt(heat_two_spins * h) / e
v_eq = e * V_equal / (kB * T_room)
t_hi, t_lo = 1 + delta_T / (2 * T_room), 1 - delta_T / (2 * T_room)
assert abs(electron_currents(t_hi, t_lo, v_eq)[1]
           / electron_currents(t_hi, t_lo)[1] - 2) < 1e-6

print(f"electron integral, whole line      {2 * F_half:.8f}")
print(f"phonon integral, half line         {B:.8f}")
print(f"pi^2/3                             {PI2 / 3:.8f}")
print(f"electron integral, one side        {F_half:.8f}")
print(f"electron K from current difference {K_el:.8f}")
print(f"phonon K from current difference   {K_ph:.8f}")
for s in ratios:
    print(f"electron/phonon ratio, |E|^{s}       {ratios[s]:.6f}")
print("fermion state counts, energy 0-10:", *fermion_count)
print("boson state counts, energy 0-10:  ", *boson_count)
print(f"K_Q / T                            {K_quantum(1) * 1e12:.6f} pW/K^2")
print(f"temperatures                       {T_room:.0f} and {T_cold:.0f} K")
print(f"k T at room temperature            {kT_eV * 1e3:.2f} meV")
print(f"K_Q at room temperature            {K_room * 1e12:.2f} pW/K")
print(f"K_Q at low temperature             {K_cold * 1e12:.3f} pW/K")
print(f"two-spin K at room temperature     {2 * K_room * 1e12:.1f} pW/K")
print(f"two-spin K at low temperature      {2 * K_cold * 1e12:.3f} pW/K")
print(f"temperature difference             {delta_T:.0f} K")
print(f"two-spin conducted heat            {heat_two_spins * 1e9:.3f} nW")
print(f"channel opening below mu           {opening_eV:.2f} eV")
print(f"opening width parameter            {smear_eV:.2f} eV")
print(f"transmission at mu                 {trans_mu:.5f}")
print(f"zero-current K / K_Q, room         {step_ratio:.5f}")
print(f"Seebeck coefficient                {seebeck * 1e6:.3f} uV/K")
print(f"phonon band top                    {phonon_top_eV * 1e3:.0f} meV")
print(f"band-limited phonon K/K_Q, room    {band_room:.4f}")
print(f"band-limited phonon K/K_Q, cold    {band_cold:.6f}")
print(f"band-limited phonon K, room        {K_band_room * 1e12:.1f} pW/K")
print(f"rod sound speed                    {sound_speed:.0f} m/s")
print(f"neck length                        {neck_length * 1e9:.2f} nm")
print(f"neck area                          {neck_area * 1e18:.3f} nm^2")
print(f"phonon wavelength at E=kT, cold    {wavelength * 1e9:.1f} nm")
print(f"mismatch parameter at E=kT, cold   {alpha:.1f}")
print(f"mismatched phonon K/K_Q, cold      {mismatch:.5f}")
print(f"cell side                          {cell_side * 1e9:.0f} nm")
print(f"oxide thickness                    {oxide_thickness * 1e9:.0f} nm")
print(f"oxide thermal conductivity         {oxide_kappa:.1f} W/(m K)")
print(f"conductance per interface          {interface_h / 1e6:.0f} MW/(m^2 K)")
print(f"parallel oxide K, room             {K_leak * 1e12:.0f} pW/K")
print(f"oxide K / two-spin electron K      {K_leak / (2 * K_room):.1f}")
print(f"read voltage                       {read_voltage * 1e3:.0f} mV")
print(f"Joule heat into each side          {joule_each_side * 1e9:.1f} nW")
print(f"voltage: Joule = conducted heat    {V_equal * 1e3:.2f} mV")
print(f"bulk electron mean free path       {mean_free_path * 1e9:.0f} nm")
print(f"neck length / mean free path       {neck_length / mean_free_path:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
electron integral, whole line      3.28986813
phonon integral, half line         3.28986813
pi^2/3                             3.28986813
electron integral, one side        1.64493407
electron K from current difference 3.28986813
phonon K from current difference   3.28986813
electron/phonon ratio, |E|^0       1.000000
electron/phonon ratio, |E|^1       1.500000
electron/phonon ratio, |E|^2       1.750000
fermion state counts, energy 0-10: 1 1 2 3 5 7 11 15 22 30 42
boson state counts, energy 0-10:   1 1 2 3 5 7 11 15 22 30 42
K_Q / T                            0.946431 pW/K^2
temperatures                       300 and 4 K
k T at room temperature            25.85 meV
K_Q at room temperature            283.93 pW/K
K_Q at low temperature             3.786 pW/K
two-spin K at room temperature     567.9 pW/K
two-spin K at low temperature      7.571 pW/K
temperature difference             10 K
two-spin conducted heat            5.679 nW
channel opening below mu           0.50 eV
opening width parameter            0.10 eV
transmission at mu                 0.99331
zero-current K / K_Q, room         0.98975
Seebeck coefficient                -0.570 uV/K
phonon band top                    30 meV
band-limited phonon K/K_Q, room    0.3401
band-limited phonon K/K_Q, cold    1.000000
band-limited phonon K, room        96.6 pW/K
rod sound speed                    3700 m/s
neck length                        0.50 nm
neck area                          0.050 nm^2
phonon wavelength at E=kT, cold    44.4 nm
mismatch parameter at E=kT, cold   283.1
mismatched phonon K/K_Q, cold      0.00168
cell side                          20 nm
oxide thickness                    5 nm
oxide thermal conductivity         1.4 W/(m K)
conductance per interface          100 MW/(m^2 K)
parallel oxide K, room             16970 pW/K
oxide K / two-spin electron K      29.9
read voltage                       100 mV
Joule heat into each side          387.4 nW
voltage: Joule = conducted heat    12.11 mV
bulk electron mean free path       40 nm
neck length / mean free path       0.0125
ALL CHECKS PASSED
```
